# The Lindhard function and SCF eigenvalues of jellium in the LDA

A self-consistent Kohn–Sham calculation repeats one step: an input density $n_{\rm in}$ produces a potential, and the orbitals of that potential produce an output density $n_{\rm out}$. How fast the repetition converges depends on how $n_{\rm out}-n_{\rm in}$ responds to a small error in $n_{\rm in}$. This problem works out that response for jellium: electrons of uniform density $n$ on a uniform neutralizing background.

Hartree atomic units are used, so that $\varepsilon_{\mathbf k}=k^2/2$. The gas is unpolarized and at zero temperature, and wave vectors $\mathbf k$ are sampled densely enough for sums to be integrals. States with $k<k_F$ are filled, two per wave vector, so

$$n=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

## (a) The eigenvalue of the SCF step

**Question.** Add a ripple $\delta n_{\rm in}=A\cos(\mathbf q\cdot\mathbf r)$, with $\mathbf q\neq0$, to the uniform density. Express the change of the residual $R=n_{\rm out}-n_{\rm in}$ through the response $\chi_0(q)$ of independent electrons. What does linear mixing do to the ripple?

**Solution.** The uniform density is self-consistent: it gives a constant potential, whose orbitals are plane waves of uniform density. Hence $R=0$ there, and the ripple is the whole error.

The ripple changes the potential in two ways. The Hartree part obeys $\nabla^2\delta v_H=-4\pi\,\delta n_{\rm in}$. On the ripple $\nabla^2$ acts as $-q^2$, so $\delta v_H=(4\pi/q^2)\,\delta n_{\rm in}$. In the local density approximation (LDA) the exchange-correlation potential at a point depends on the density at that point, so to first order

$$\delta v_{xc}=f_{xc}\,\delta n_{\rm in},\qquad f_{xc}=\frac{dv_{xc}}{dn},$$

where $f_{xc}$ is taken at the uniform density and does not depend on $q$.

Jellium is uniform and isotropic, so a potential ripple produces, to first order, a density ripple of the same wave vector. Define $\chi_0$ by $\delta n_{\rm out}=\chi_0(q)\,\delta v$. Then

$$\delta R=\delta n_{\rm out}-\delta n_{\rm in}=-\lambda(q)\,\delta n_{\rm in},\qquad
\lambda(q)=1-\chi_0(q)\left(\frac{4\pi}{q^2}+f_{xc}\right).$$

Linear mixing takes $n_{\rm in}+\alpha R$ as the next input. The ripple is then multiplied by $1-\alpha\lambda$ in each step. For $\lambda>0$ and $\alpha>0$ it shrinks when $|1-\alpha\lambda|<1$, that is, when $\alpha<2/\lambda$.

## (b) The response as a sum over states

**Question.** Find $\chi_0(q)$ from first-order perturbation theory, and explain why degenerate pairs of states do no harm.

**Solution.** Let the perturbation be $v\cos(\mathbf q\cdot\mathbf r)=\tfrac v2(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r})$ in a volume $V$. It couples $\phi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ to $\phi_{\mathbf k\pm\mathbf q}$:

$$\delta\phi_{\mathbf k}=\frac v2\sum_{\pm}\frac{\phi_{\mathbf k\pm\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}.$$

Its diagonal elements vanish, so away from the planes $\varepsilon_{\mathbf k}=\varepsilon_{\mathbf k\pm\mathbf q}$ energies and occupations do not change to first order. On those planes the two states of a degenerate pair shift by $\pm v/2$ and the expression above fails; such pairs are treated at the end of this part. The density of one orbital changes by

$$2\,{\rm Re}\,\phi^*_{\mathbf k}\delta\phi_{\mathbf k}=\frac{v\cos(\mathbf q\cdot\mathbf r)}{V}\sum_\pm\frac{1}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k\pm\mathbf q}}.$$

Let $f_{\mathbf k}$ be 1 for filled and 0 for empty states. Summing over filled states with a factor 2 for spin, and dividing by $v\cos(\mathbf q\cdot\mathbf r)$, gives $\chi_0$. In the term with $\mathbf k-\mathbf q$, rename $\mathbf k\to\mathbf k+\mathbf q$; it becomes $f_{\mathbf k+\mathbf q}/(\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k})$. Therefore

$$\chi_0(q)=2\int\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}.$$

If both states of a pair are filled, the numerator is zero. This is physically right even at degeneracy, because mixing two filled orbitals among themselves leaves the total density unchanged.

A small denominator matters only if one state is filled and the other empty, which requires both to lie near the Fermi surface. For $q<2k_F$ this happens near a circle in $\mathbf k$-space. In a cross-section through the circle, let $u$ be the distance from the plane of equal energies. The integrand grows as $1/|u|$, but the width of the allowed wedge shrinks as $|u|$, so the integral is finite. The part of the wedge where $|\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}|$ is below about $v$, where perturbation theory fails, has an area of order $v^2$ and does not affect the linear response.

## (c) The Lindhard function

**Question.** Evaluate the integral in closed form and determine its sign.

**Solution.** Split the numerator into two integrals, leaving out of both the thin layer $|\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}|<\eta$, with $\eta\to0$ at the end. This is a principal value, written P. In the second integral substitute $\mathbf k\to-\mathbf k-\mathbf q$. Then $f_{\mathbf k+\mathbf q}\to f_{\mathbf k}$, the two energies change places, and the layer maps onto itself. The second integral equals the first. With $\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}=-(q^2/2+\mathbf k\cdot\mathbf q)$,

$$\chi_0(q)=-4\,{\rm P}\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{q^2/2+\mathbf k\cdot\mathbf q}.$$

Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The angular integral is

$${\rm P}\!\!\int_{-1}^{1}\frac{d\mu}{q^2/2+kq\mu}=\frac1{kq}\ln\left|\frac{q^2/2+kq}{q^2/2-kq}\right|=\frac1{kq}\ln\left|\frac{q+2k}{q-2k}\right|.$$

If the denominator passes through zero, the two edges of the excluded layer give equal logarithms, which cancel. The prefactor is $4\cdot2\pi/(2\pi)^3=1/\pi^2$, and $k^2dk$ supplies one surviving factor $k$:

$$\chi_0(q)=-\frac{1}{\pi^2q}\int_0^{k_F}k\,\ln\left|\frac{q+2k}{q-2k}\right|dk.$$

Since $q+2k>|q-2k|$, the logarithm is positive. Hence $\chi_0(q)<0$ for every $q$: electrons move away from where the potential is raised.

For the last integral put $a=q/2$. An antiderivative is

$$G(k)=ak+\frac{k^2-a^2}{2}\ln\left|\frac{k+a}{k-a}\right|,$$

because

$$G'(k)=a+k\ln\left|\frac{k+a}{k-a}\right|+\frac{k^2-a^2}{2}\cdot\frac{-2a}{k^2-a^2}=k\ln\left|\frac{k+a}{k-a}\right|.$$

It is continuous at $k=a$, and $G(0)=0$. With $x=q/(2k_F)$, so that $a=k_Fx$,

$$\frac{G(k_F)}{q}=\frac{k_F}{2}+\frac{k_F(1-x^2)}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

The static Lindhard function is therefore

$$\chi_0(q)=-\frac{k_F}{\pi^2}F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.$$

## (d) Long and short waves

**Question.** Find $F$ for small $x$, at $x=1$ and for large $x$. What do the limits say about $\lambda$?

**Solution.** For small $x$ the logarithm is $2(x+x^3/3+\dots)$, so

$$F=\frac12+\frac{1-x^2}{2}\left(1+\frac{x^2}{3}+\dots\right)=1-\frac{x^2}{3}+\dots$$

At $x=1$ the factor $1-x^2$ overcomes the logarithm and $F=1/2$. For large $x$ the logarithm is $2(1/x+1/(3x^3)+\dots)$, so

$$F=\frac12+\frac{1-x^2}{2}\left(\frac1{x^2}+\frac1{3x^4}+\dots\right)=\frac{1}{3x^2}+O(x^{-4}).$$

At small $q$ the Hartree term dominates:

$$\lambda\to\frac{k_{TF}^2}{q^2},\qquad k_{TF}^2=\frac{4k_F}{\pi}.$$

This growth is charge sloshing: a small long-wave density error creates a large potential, and the output density overshoots.

At large $q$, $\chi_0\to-(k_F/\pi^2)\,4k_F^2/(3q^2)=-4n/q^2$. The kinetic energy cost of a short ripple suppresses the response, and $\lambda\to1$.

## (e) The sign of the kernel and the crossing

**Question.** Derive the exchange part of $f_{xc}$. For which $q$ is $\lambda$ below 1?

**Solution.** The exchange energy per volume of the uniform gas is

$$\frac{E_x}{V}=-\frac12\sum_{\rm spin}\int\!\frac{d^3k}{(2\pi)^3}\int\!\frac{d^3k'}{(2\pi)^3}\,f_{\mathbf k}f_{\mathbf k'}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}.$$

The LDA exchange potential is the derivative of this energy with respect to $n$. Added electrons go in at the Fermi surface, and varying either $f$ gives the same result, which cancels the factor $1/2$. Thus, with $|\mathbf k|=k_F$,

$$v_x=-\frac{4\pi}{(2\pi)^3}\int_{k'<k_F}\frac{d^3k'}{|\mathbf k-\mathbf k'|^2}.$$

Use spherical coordinates centred on $\mathbf k$. The radial factor $p^2dp$ cancels the denominator, leaving the length of the chord through the Fermi sphere. This is $2k_F\cos\theta$ for directions within $90^\circ$ of the inward normal. The integral is $2\pi\int_0^1 2k_F\cos\theta\,d(\cos\theta)=2\pi k_F$, so $v_x=-k_F/\pi$. Since $dn/dk_F=k_F^2/\pi^2$,

$$f_x=\frac{dv_x}{dn}=-\frac1\pi\cdot\frac{\pi^2}{k_F^2}=-\frac{\pi}{k_F^2}.$$

For correlation the Perdew–Wang parametrization is used. Let $r_s$ be the radius of the sphere holding one electron. At 200 densities between $r_s=0.1$ and $100$ bohr, the numerical check finds $f_{xc}<f_x<0$: correlation makes the kernel more negative.

With both signs explicit,

$$\lambda(q)-1=|\chi_0(q)|\left(\frac{4\pi}{q^2}-|f_{xc}|\right).$$

The bracket decreases steadily with $q$ and vanishes once, at

$$q_c=\sqrt{\frac{4\pi}{|f_{xc}|}}.$$

So $\lambda>1$ for $q<q_c$ and $\lambda<1$ for every $q>q_c$, not merely in a window of intermediate $q$. What is special at intermediate $q$ is the depth. Without the kernel the bracket would be $4\pi/q^2>0$ and $\lambda$ would exceed 1 everywhere, so the negative kernel is the cause of the dip.

For exchange alone, $q_c^2=4\pi k_F^2/\pi$ gives $q_c=2k_F$. Correlation moves the crossing below $2k_F$.

The physical reason is a competition. Hartree repulsion opposes a density ripple but weakens as $1/q^2$. The LDA potential is lower where the density is higher, which favours the ripple equally at all $q$. This constant kernel is a property of the LDA, and hence of an LDA iteration; nothing is claimed here about the exact kernel of the electron gas.

## (f) The shape of the dip

**Question.** Show that $\lambda$ has a minimum above $q_c$. How does its depth depend on density, and is the curve smooth at $2k_F$?

**Solution.** Above $q_c$, $\lambda-1$ is continuous and negative. It is zero at $q_c$ and tends to zero as $-4n|f_{xc}|/q^2$ at large $q$. It must therefore have a minimum in between.

Let $x_c=q_c/(2k_F)$. Then $4\pi/q^2=\pi/(k_F^2x^2)$ and $|f_{xc}|=\pi/(k_F^2x_c^2)$, so

$$\lambda-1=\frac{F(x)}{\pi k_F}\left(\frac1{x^2}-\frac1{x_c^2}\right).$$

For exchange alone $x_c=1$, and density enters only through the prefactor:

$$\lambda_{\min}=1-\frac{C}{\pi k_F},\qquad C=\max_x F(x)\left(1-\frac1{x^2}\right).$$

Numerically $C=0.0948$, reached at $q=2.72\,k_F$. Since $k_F\propto1/r_s$, the exchange-only dip deepens in proportion to $r_s$.

The slope at $2k_F$ needs care. With $L=\ln|(1+x)/(1-x)|$, whose derivative is $2/(1-x^2)$,

$$F'(x)=\frac1{2x}-\frac{1+x^2}{4x^2}L,$$

which diverges at $x=1$. Close to $x=1$, where $F\simeq1/2$ and $F'\simeq(1-L)/2$,

$$\pi k_F\frac{d\lambda}{dx}\simeq\frac{L-1}{2}\cdot\frac{1-x_c^2}{x_c^2}-1.$$

With correlation, $x_c<1$ and the first term wins sufficiently close to $x=1$. There $\lambda$ rises with $q$. As long as this interval is narrow, $|1-x|\ll1$, its half-width is fixed by

$$\ln\frac{2}{|1-x|}=1+\frac{2x_c^2}{1-x_c^2}.$$

For $r_s=4$ bohr this half-width is about $5.5\times10^{-8}$, far too narrow to matter for the broad minimum. At very low density the estimate fails. At $r_s=30$ bohr the interval is lopsided, reaching 0.003 below and 0.007 above $x=1$. At $r_s=64$ bohr $\lambda$ keeps rising above $2k_F$ and its minimum lies just below $2k_F$.

## (g) Numbers for $r_s=4$ bohr

**Question.** Evaluate the crossing and the minimum, and compare $\lambda$ with actual Kohn–Sham steps.

**Solution.** From $3/(4\pi r_s^3)=k_F^3/(3\pi^2)$ follows $k_F=(9\pi/4)^{1/3}/r_s=0.4798$ bohr$^{-1}$. The exchange kernel is $f_x=-\pi/0.4798^2=-13.65$ hartree bohr$^3$. With correlation, $f_{xc}=-15.31$ hartree bohr$^3$, and

$$q_c=\sqrt{12.566/15.31}=0.906\ \text{bohr}^{-1}=1.712\ \text{Å}^{-1}=1.888\,k_F.$$

The minimum lies at $q=1.222$ bohr$^{-1}=2.309$ Å$^{-1}$, or $2.546\,k_F$. There $4\pi/q^2=8.419$ hartree bohr$^3$ and $\chi_0=-0.01175$ hartree$^{-1}$ bohr$^{-3}$, so

$$\lambda_{\min}=1+0.01175\,(8.419-15.310)=0.919.$$

A scan from $0.05\,k_F$ to $30\,k_F$ finds no lower value. Exchange alone would give $1-0.0948/(\pi\times0.4798)=0.937$.

The last column below comes from solving the Kohn–Sham equations for a slightly rippled density and reading $\lambda$ off the output density. That calculation uses neither $F$ nor $f_{xc}$.

| $q/k_F$ | Hartree only | LDA formula | LDA measured |
|---|---|---|---|
| 0.600 | 8.1462 | 7.4247 | 7.4247 |
| 1.200 | 2.6027 | 1.9554 | 1.9554 |
| 1.700 | 1.6474 | 1.1227 | 1.1227 |
| 2.546 | 1.0989 | 0.9191 | 0.9191 |
| 4.000 | 1.0146 | 0.9491 | 0.9491 |

The role of the kernel also shows in the measured steps. At $1.03\,q_c$ they give 0.976 with the LDA potential and 1.393 with the Hartree potential alone.

The dip is shallow at ordinary metallic densities: $\lambda_{\min}$ falls from 0.983 at $r_s=1$ bohr to 0.868 at $r_s=6$ bohr. At very low density the picture changes. The exchange-only formula reaches $\lambda_{\min}=0$ at $k_F=C/\pi=0.030$ bohr$^{-1}$, or $r_s\approx64$ bohr. For the full LDA this value is only an upper bound. Since $|f_{xc}|>|f_x|$, the LDA $\lambda$ lies below the exchange-only one at every $q$, so its minimum reaches zero somewhere between $r_s=6$ and $64$ bohr; that point is not computed here. Once $\lambda_{\min}<0$, $1-\alpha\lambda>1$ for some ripples at any positive $\alpha$, and linear mixing drives the density away from uniformity.

## (h) What the dip does to mixing

**Question.** Test the stability limit of part (a) at $q=0.6\,k_F$. Then find the best $\alpha$ for ripples along one axis of a 40-bohr cell, and judge the effect of the kernel.

**Solution.** At $q=0.6\,k_F$ the limit is $\alpha=2/7.4247=0.2694$. For $\alpha=0.2424$ the factor per step is $1-1.8=-0.8$, and four steps should leave $0.8^4=0.4096$ of the ripple. For $\alpha=0.2963$ the factor is $-1.2$, and the ripple should grow to $1.2^4=2.0736$ times its size. Actual mixing runs give 0.4096 and 2.0736.

In the cell, $q$ takes the values $2\pi m/(40\text{ bohr})$; $m=1$ to 60 are kept. Let $\lambda_l$ and $\lambda_h$ be the lowest and highest eigenvalues. Since $|1-\alpha\lambda|$ is largest at one end of the range, the best $\alpha$ balances the ends, $1-\alpha\lambda_l=\alpha\lambda_h-1$:

$$\alpha=\frac{2}{\lambda_l+\lambda_h},\qquad \text{error factor}=\frac{\lambda_h-\lambda_l}{\lambda_h+\lambda_l}.$$

With the Hartree term only, $\lambda$ runs from 1.000 to 25.54, giving $\alpha=0.0754$ and a factor of 0.9246 per step. With the LDA kernel it runs from 0.919 to 24.80, giving $\alpha=0.0778$ and a factor of 0.9285. The kernel lowers both ends, but the lower end by the larger fraction, so their ratio grows from 25.5 to 27.0. Reducing the slowest error tenfold takes $\ln10/|\ln0.9285|\approx31$ steps instead of 29. The sign of this effect depends on the cell length. In a short cell $\lambda_h$ is small and the kernel removes a larger fraction of it, so the ratio falls, from 2.99 to 2.50 at 12 bohr and from 6.96 to 6.79 at 20 bohr.

In this cell the slow convergence thus comes mainly from the large eigenvalue at the smallest $q$, which forces $\alpha$ to be small. The ripples in the dip are harmless in themselves: with $\alpha=1$ the one at the minimum would shrink to $1-0.919=0.081$ of its size in a single step.

## Computed results

```
rs = 4.0 bohr
kF = 0.47979 bohr^-1
density n = 0.003730 bohr^-3
k_TF^2 = 0.61089 bohr^-2
chi0(q->0) = -0.048613 hartree^-1 bohr^-3
chi0(2kF) = -0.024306 hartree^-1 bohr^-3
f_x = -13.6473 hartree bohr^3
f_xc = -15.3103 hartree bohr^3
q_c = 0.90597 bohr^-1 = 1.7120 angstrom^-1
q_c/kF = 1.88826
q_min = 1.22171 bohr^-1 = 2.3087 angstrom^-1
q_min/kF = 2.5464, lambda_min = 0.919051
chi0(q_min) = -0.011747 hartree^-1 bohr^-3
4pi/q_min^2 = 8.4192 hartree bohr^3
q/kF, lambda: Hartree only, LDA formula, LDA measured
0.6000  8.146228  7.424697  7.424697
1.2000  2.602712  1.955430  1.955430
1.7000  1.647412  1.122660  1.122660
2.5464  1.098900  0.919051  0.919051
4.0000  1.014599  0.949087  0.949087
measured at 1.03 q_c: LDA 0.976089, Hartree only 1.392631
exchange only, measured lambda(2kF) = 1.0000000
exchange only: q_min/kF = 2.7211, C = 0.094781
wiggle half-width |q/(2kF)-1| = 5.5e-08
rs (bohr), q_c/kF, q_min/kF, lambda_min with LDA
1  1.9613  2.6614  0.98288
2  1.9326  2.6165  0.96347
3  1.9088  2.5790  0.94213
4  1.8883  2.5464  0.91905
5  1.8703  2.5176  0.89442
6  1.8545  2.4919  0.86839
mixing at q = 0.6 kF: lambda = 7.42470, limit alpha = 0.26937
alpha = 0.24243: ripple ratio after 4 steps = 0.4096
alpha = 0.29631: ripple ratio after 4 steps = 2.0736
cell length = 40 bohr, modes 1 to 60
smallest q = 0.15708 bohr^-1
kernel: lambda low, lambda high, best alpha, error factor
Hartree only: 1.00002, 25.5360, 0.07537, 0.92463
LDA: 0.91933, 24.7984, 0.07777, 0.92851
```
